# Vacuum Magnetic Birefringence and the Helium Pressure That Matches It

## One polarization, one invariant

Let a uniform static magnetic field $B$ point along $z$, and let weak light travel along $y$ with its electric vector along $x$. Its magnetic vector then lies along $z$, parallel to the static field. The total electric and magnetic fields are perpendicular, so the field invariant $\mathbf E\cdot\mathbf B$ vanishes, and only

$$S=\frac{E^2}{c^2}-B_{\rm tot}^2$$

remains. Suppose that quantum electrodynamics adds a small quadratic term to the Lagrangian density of this configuration:

$$\mathcal L=\frac1{\mu_0}\left(\frac S2+A S^2\right),$$

where $A$ has the dimension T$^{-2}$. Write $f$ for the electric field of the wave divided by $c$, and $b$ for its magnetic field. Then $S=-B^2-2Bb+f^2-b^2$. To second order in the wave,

$$S^2=B^4+4B^3b+4B^2b^2-2B^2(f^2-b^2).$$

Constants do not affect the motion. Terms linear in $b$ have constant coefficients and are total derivatives of the vector potential, so they drop out too. The quadratic part is

$$\mathcal L_2=\frac1{2\mu_0}\left(u f^2-w b^2\right),\qquad u=1-4AB^2,\quad w=1-12AB^2 .$$

In $w$, a term $-4AB^2$ comes from $-2B^2(f^2-b^2)$ and a term $-8AB^2$ from $4B^2b^2$.

Let $a(y,t)$ be the vector potential of the wave. Up to signs, $f=\partial_t a/c$ and $b=\partial_y a$, and the Euler-Lagrange equation is

$$\frac{u}{c^2}\,\partial_t^2a=w\,\partial_y^2a .$$

The phase velocity is $c\sqrt{w/u}$, so the refractive index obeys $n^2=u/w$. To first order in $AB^2$, $n^2=1+8AB^2$ and $n=1+4AB^2$. The static field changes the speed of the wave because the Lagrangian is not linear in $S$. It slows the wave if $A$ is positive, as is found below.

## The sizes, on an envelope

The field scale at which a low-order expansion of the vacuum response in powers of the field fails is built from the electron mass $m$ and the elementary charge $e$:

$$B_c=\frac{m^2c^2}{e\hbar}=4.41\times10^{9}\ \text{T}.$$

The matching energy density is $m^4c^5/\hbar^3$, and one electron loop brings a factor $1/8\pi^2$. A term quartic in the field then suggests

$$A\sim\frac{\mu_0m^4c^5}{8\pi^2\hbar^3B_c^4}=\frac{\alpha_{\rm f}}{2\pi B_c^2}\approx6\times10^{-23}\ \text{T}^{-2},$$

with $\alpha_{\rm f}\approx1/137$ the fine-structure constant. This is too large, because the loop integral contains a further number, $1/45$, derived below. With it $A\approx1.3\times10^{-24}$ T$^{-2}$, and a birefringence of a few times $A$ is a few times $10^{-24}$ per T$^2$.

In an atom the natural field is the atomic unit $B_{\rm au}=\hbar/(ea_0^2)=2.35\times10^5$ T, where $a_0$ is the Bohr radius. The natural polarizability is $\alpha_{\rm au}=1.65\times10^{-41}$ C$^2$ m$^2$ J$^{-1}$. If the anisotropy coefficient of helium is about one atomic unit, a gas of number density $N=2.5\times10^{25}$ m$^{-3}$ (1 atm at room temperature) has, per T$^2$,

$$\frac{N\alpha_{\rm au}}{4\varepsilon_0B_{\rm au}^2}\approx2\times10^{-16}.$$

The ratio of the two effects gives a pressure of order $10^{-8}$ atm. Two points remain open. The number multiplying $A$ needs the second polarization, and the atomic coefficient need not be close to one: for one simple atom model below it is zero in a static electric field.

## The coefficient from the Euler-Heisenberg Lagrangian

The one-loop Euler-Heisenberg Lagrangian holds for fields that vary little over the Compton length and time of the electron. Besides $S$ it depends on $G=\mathbf E\cdot\mathbf B/c$. Define $g$ and $h$, both in units of $B_c$, by

$$B_c^2(g^2-h^2)=-S,\qquad B_c^4g^2h^2=G^2 .$$

For a pure magnetic field $g=B/B_c$ and $h=0$. With the dimensionless proper time $s$, and $x=gs$, $y=hs$ in this section, the correction to $S/2\mu_0$ is

$$\mathcal L_1=-\frac{m^4c^5}{8\pi^2\hbar^3}\int_0^\infty\frac{ds}{s^3}\,e^{-s}\left[x\coth x\;y\cot y-1-\frac{x^2-y^2}{3}\right].$$

The subtracted 1 removes the field-free vacuum energy. The other subtraction removes a term proportional to $S$, which is absorbed in the unit of charge. The poles of $y\cot y$ start at $s=\pi/h$, where $e^{-s}$ is exponentially small for weak fields; they do not enter the expansion in powers of the fields.

To expand the bracket, divide the series of $\cosh x$ by that of $\sinh x/x$:

$$x\coth x=\frac{1+x^2/2+x^4/24+\dots}{1+x^2/6+x^4/120+\dots}.$$

The coefficient of $x^2$ is $\frac12-\frac16=\frac13$. That of $x^4$ is $\frac1{24}-\frac1{120}-\frac13\cdot\frac16=-\frac1{45}$. Replacing $x$ by $iy$ gives the other factor:

$$x\coth x=1+\frac{x^2}3-\frac{x^4}{45}+\dots,\qquad y\cot y=1-\frac{y^2}3-\frac{y^4}{45}+\dots$$

The quartic part of the product is

$$-\frac{x^4+y^4}{45}-\frac{x^2y^2}{9}=-\frac{x^4+y^4+5x^2y^2}{45}=-\frac{(x^2-y^2)^2+7x^2y^2}{45}.$$

It is proportional to $s^4$, so the remaining integral is $\int_0^\infty s\,e^{-s}ds=1$. Therefore

$$\mathcal L=\frac1{\mu_0}\left[\frac S2+A\left(S^2+7G^2\right)\right],\qquad \frac A{\mu_0}=\frac{m^4c^5}{360\pi^2\hbar^3B_c^4}.$$

To simplify $A$, use $e^2=4\pi\alpha_{\rm f}\hbar/(\mu_0c)$ in $B_c^2=m^4c^4/(e^2\hbar^2)$. This gives $\mu_0m^4c^5/\hbar^3=4\pi\alpha_{\rm f}B_c^2$, and hence

$$A=\frac{\alpha_{\rm f}}{90\pi B_c^2}=\frac{2\alpha_{\rm f}^2\hbar^3}{45\,\mu_0m^4c^5}=1.325\times10^{-24}\ \text{T}^{-2}.$$

The next order shows how far the weak-field form reaches. The same division gives the coefficient of $x^6$ in $x\coth x$ as $\frac1{720}-\frac1{5040}-\frac13\cdot\frac1{120}+\frac1{45}\cdot\frac16=\frac2{945}$, and $\int_0^\infty s^3e^{-s}ds=6$. For a pure magnetic field the quartic term is thus multiplied by

$$1-45\cdot\frac{2}{945}\cdot6\,\frac{B^2}{B_c^2}=1-\frac47\frac{B^2}{B_c^2}.$$

At $B=0.05B_c$ this is 0.99857, and numerical quadrature of the full integral gives 0.99858. This factor belongs to the Lagrangian of a pure magnetic field. With both invariants, the sixth-order terms add $\frac27(2S^3+13SG^2)/B_c^2$ to $S^2+7G^2$, and the birefringence found below is multiplied by $1+\frac{22}{21}B^2/B_c^2$, a correction of the opposite sign. Up to 4 T both corrections are below $10^{-18}$.

## Both polarizations

Now let the wave have vector fields $\mathbf f$ and $\mathbf b$. The quadratic part of $S^2$ is $4(\mathbf B\cdot\mathbf b)^2-2B^2(f^2-b^2)$. The invariant $G$ is $\mathbf f\cdot\mathbf B$ to first order, so $G^2$ contributes $(\mathbf B\cdot\mathbf f)^2$:

$$\mathcal L_2=\frac1{\mu_0}\left[\frac{1-4AB^2}2(f^2-b^2)+4A(\mathbf B\cdot\mathbf b)^2+7A(\mathbf B\cdot\mathbf f)^2\right].$$

For light travelling along $y$, the potential components $a_x$ and $a_z$ do not mix: $a_x$ produces $f_x$ and $b_z$, while $a_z$ produces $f_z$ and $b_x$. The label "perpendicular" or "parallel" refers to the electric vector relative to $\mathbf B$.

The perpendicular wave is the opening case. For the parallel wave $\mathbf B\cdot\mathbf b=0$ and $\mathbf B\cdot\mathbf f=Bf$, so that $u=1-4AB^2+14AB^2$ and $w=1-4AB^2$. The indices follow from $n^2=u/w$:

$$n_\parallel^2=\frac{1+10AB^2}{1-4AB^2},\qquad n_\perp^2=\frac{1-4AB^2}{1-12AB^2}.$$

To first order $n_\parallel=1+7AB^2$ and $n_\perp=1+4AB^2$. The birefringence is

$$n_\parallel-n_\perp=3AB^2=\left(3.97\times10^{-24}\ \text{T}^{-2}\right)B^2 .$$

If the ray makes an angle $\theta$ with $\mathbf B$, one polarization has $\mathbf B\cdot\mathbf b=\pm Bb\sin\theta$ and the other has $\mathbf B\cdot\mathbf f=\pm Bf\sin\theta$. The second also acquires a longitudinal electric component of order $A$, which changes its index at order $A^2$. To first order both shifts carry the factor $\sin^2\theta$. Along the field both products vanish for a transverse wave, $\mathcal L_2$ is a multiple of $f^2-b^2$, and $n=1$ for every polarization. Symmetry about the field axis requires only that the two linear polarizations be equivalent; by itself it would allow a difference between the two circular ones.

## The index of a gas of atoms

For a dilute gas of number density $N$, with polarizability $\alpha$ per atom, $n^2=1+N\alpha/\varepsilon_0$ and thus $n=1+N\alpha/2\varepsilon_0$. Local-field corrections are of order $N^2$. Reversing $\mathbf B$ cannot change the diagonal polarizabilities of a closed-shell atom, so the first change is quadratic:

$$\alpha_{ii}(B)=\alpha+\tfrac12\eta_iB^2,\qquad n_\parallel-n_\perp=\frac{N\,\Delta\eta}{4\varepsilon_0}B^2,\qquad \Delta\eta=\eta_\parallel-\eta_\perp .$$

The ground state of helium is spherical and has no magnetic moment, so there is no axis for the field to align. The temperature therefore enters essentially through the density alone. The field $\mathbf v\times\mathbf B$ seen by moving atoms adds a term proportional to $T$, but at room temperature it changes $\Delta\eta$ by only a few parts in $10^6$.

The field also gives the atom an off-diagonal polarizability $\alpha_{xy}$, linear in $B$, which adds a longitudinal component to the perpendicular wave. Its effect on the index is quadratic in $N\alpha_{xy}/\varepsilon_0$ and is negligible at the densities found below.

## How the field changes helium

Atomic units are used in this section and the next, up to the conversion to SI. With the vector potential $\frac12B(-y,x,0)$, an electron of charge $-1$ has kinetic energy $\frac12(\mathbf p+\mathbf A_{\rm vec})^2$. Summed over the electrons, this gives

$$H=H_0+\frac B2L_z+\frac{B^2}8Q,\qquad Q=\sum_k(x_k^2+y_k^2).$$

The spin term vanishes in the singlet ground state. The two magnetic terms act differently.

**The diamagnetic term.** It is a weak potential $\beta Q$ with $\beta=B^2/8$. The change of polarizability is $\beta\,d\alpha_{ii}/d\beta$. Setting this equal to $\frac12\eta_iB^2$ gives

$$\eta_i^{\rm dia}=\frac14\frac{d\alpha_{ii}}{d\beta}.$$

**The orbital term.** $L_z$ commutes with $H_0$ and gives zero on the ground state. It shifts excited states of magnetic quantum number $M$ by $M\omega_L$, with the Larmor frequency $\omega_L=B/2$. Light polarized along $z$ reaches $M=0$ and feels nothing. Light polarized along $x$ reaches $M=+1$ and $M=-1$ with equal strength. Without the field, with excitation energies $\Delta_j$ and $X$ the sum of the electrons' $x$ coordinates,

$$\alpha(\omega)=\sum_j|\langle j|X|0\rangle|^2\left[\frac1{\Delta_j-\omega}+\frac1{\Delta_j+\omega}\right].$$

With the field, half of each strength has $\Delta_j+\omega_L$ and half has $\Delta_j-\omega_L$. The denominators are then $\Delta_j+\omega_L\mp\omega$ and $\Delta_j-\omega_L\mp\omega$. Those containing $\omega-\omega_L$ form one copy of $\alpha$, and those containing $\omega+\omega_L$ form another:

$$\alpha_{xx}=\tfrac12\left[\alpha(\omega+\omega_L)+\alpha(\omega-\omega_L)\right]\approx\alpha(\omega)+\tfrac12\alpha''(\omega)\frac{B^2}4 .$$

Comparison with $\frac12\eta B^2$ gives $\eta_\perp^{L}=\frac14\alpha''(\omega)$, which is positive below the first resonance. Cross terms between the two mechanisms are of higher order in $B$. Altogether

$$\Delta\eta=\eta_\parallel^{\rm dia}-\eta_\perp^{\rm dia}-\tfrac14\alpha''(\omega).$$

**An atom with no static effect.** Bind one electron harmonically with frequency $\omega_0$, and let $D=\omega_0^2-\omega^2$, so that $\alpha=1/D$. The diamagnetic term replaces $\omega_0^2$ by $\omega_0^2+B^2/4$ for motion across the field and leaves motion along it alone. Hence $\eta_\parallel^{\rm dia}=0$ and $\eta_\perp^{\rm dia}=-1/(2D^2)$. The orbital part is $\frac14\alpha''=1/(2D^2)+2\omega^2/D^3$, and

$$\Delta\eta=-\frac{2\omega^2}{D^3}.$$

In a static electric field this is zero. The reason lies in the harmonic force. Because this force is linear, the mean position of the electron obeys the classical equation of motion, and a classical charge at rest feels no magnetic force. The static displacement therefore cannot depend on $B$. With an anharmonic force, the mean force depends also on the spread of the wave function, which the magnetic field changes. For this model the envelope estimate fails in size, and at finite frequency below resonance it fails in sign. The value for helium therefore has to be computed from its actual electronic structure.

## The helium coefficient

The two-electron Schrödinger equation was solved by full configuration interaction: the wave function is a combination of all symmetric products of the basis orbitals. With 59 orbitals, made from uncontracted Gaussian functions of s, p, d and f type, there are $59\cdot60/2=1770$ products. The polarizabilities follow from linear response equations in this space, and $d\alpha_{ii}/d\beta$ from central differences in $\beta$. The results in atomic units are:

| Quantity | Static | 1064 nm |
|---|---:|---:|
| $\alpha$ | 1.387 | 1.390 |
| $\eta_\parallel^{\rm dia}$ | −1.371 | −1.378 |
| $\eta_\perp^{\rm dia}$ | −3.211 | −3.229 |
| $\frac14\alpha''$ | 0.776 | 0.787 |
| $\Delta\eta$ | 1.065 | 1.064 |

At 1064 nm the sum is $-1.378+3.229-0.787=1.064$. The diamagnetic potential lowers the polarizability in both directions, and more strongly across the field. The orbital term cancels about two fifths of that anisotropy. Unlike in the oscillator, the cancellation is incomplete, and helium has the same sign of birefringence as the vacuum.

A smaller basis without f functions, with 741 products, gives 1.058 at 1064 nm. The change to the larger basis is 0.5 % of the smaller-basis value. This indicates the size of the basis error but does not bound it. In a more complete basis, with angular momenta up to 5, $\Delta\eta$ at 1064 nm is 1.061, between the two values, and the static $\alpha$ is 1.384. The entries of the table move by up to about 0.5 %, so their last digit is not converged. The value of $\Delta\eta$ used below is about 0.3 % too high, and the matching density and pressure are correspondingly 0.3 % too low. The calculation omits relativity and the motion of the nucleus.

The photon energy, 0.0428 hartree, matters little. The static sums for $\alpha$ and $\frac14\alpha''$ define a mean excitation energy: $\alpha$ weights the strengths by $2/\Delta_j$ and $\frac14\alpha''$ by $1/\Delta_j^3$, so the mean of $1/\Delta_j^2$ is $2(0.776)/1.387=1.12$. This corresponds to about 0.95 hartree, far above the photon energy. The separate entries of the table therefore change by no more than about 1.5 %. In $\Delta\eta$ the diamagnetic and orbital changes largely cancel, which leaves a change of only 0.1 %.

In SI units

$$\Delta\eta=1.0636\,\frac{1.6488\times10^{-41}}{(2.3505\times10^5)^2}=3.174\times10^{-52}\ \text{C}^2\,\text{m}^2\,\text{J}^{-1}\,\text{T}^{-2}.$$

## The pressure of equal effect

Setting $N\Delta\eta/4\varepsilon_0$ equal to $3A$ removes the magnetic field and fixes a density:

$$N=\frac{12\varepsilon_0A}{\Delta\eta}=4.43\times10^{17}\ \text{m}^{-3}.$$

With the ideal-gas law $p=NkT$, where $k$ is Boltzmann's constant, the matching pressure is

$$p=\frac{12\varepsilon_0kT\,A}{\Delta\eta}.$$

It can also be read from the birefringence of the gas at 1 atm. At 293.15 K this is $2.24\times10^{-16}$ per T$^2$, so

$$p=\frac{3.97\times10^{-24}}{2.24\times10^{-16}}\ \text{atm}=1.8\times10^{-8}\ \text{atm}=1.8\times10^{-3}\ \text{Pa}.$$

At 273.15 K the same density needs $1.65\times10^{-8}$ atm. Both values round to $2\times10^{-8}$ atm, but a second digit has meaning only with the temperature stated.

At this density the ordinary index of the gas is $n-1=5.7\times10^{-13}$. The neglected off-diagonal term can now be sized. Its susceptibility $N\alpha_{xy}/\varepsilon_0$ has magnitude of order $(N/\varepsilon_0)\,\omega_L\alpha'(\omega)$, from the difference of the two shifted copies of $\alpha$. At 1 T, $\omega_L=2.1\times10^{-6}$ atomic units, and $\alpha'\approx\omega\alpha''$ is about 0.13. The susceptibility is then of order $10^{-19}$, and its square lies far below $4\times10^{-24}$. This argument is for a ray at right angles to the field. For light travelling along $\mathbf B$ the same term acts in first order: the indices of the two circular polarizations differ by this susceptibility, about $2\times10^{-19}$ at 1 T.

For a field of 2.5 T the vacuum birefringence is $3.97\times10^{-24}\times6.25=2.48\times10^{-23}$. Over a path of $\ell=1$ m at $\lambda=1064$ nm, the phase difference between the two polarizations is

$$\frac{2\pi \ell}\lambda(n_\parallel-n_\perp)=\frac{2\pi\times2.48\times10^{-23}}{1.064\times10^{-6}}=1.5\times10^{-16}\ \text{rad}.$$

Helium at the matching pressure would add an equal phase of the same sign and double the signal. Since both effects grow as $B^2$, changing the field strength cannot separate them. Changing the pressure can: the helium part is proportional to $p$, while the vacuum part remains as $p$ goes to zero, together with any birefringence of residual gases or of the apparatus. Keeping the helium part below 1 % of the vacuum part at room temperature requires a helium pressure below about $1.8\times10^{-10}$ atm.

The comparison holds for $B$ small against both $B_c$ and $B_{\rm au}$. The second condition is the stricter one by four orders of magnitude. The light must be far from the resonances of helium, and its photon energy far below $mc^2$. Contributions to the vacuum term beyond one electron loop are omitted. The known two-loop term, quoted here without derivation, multiplies the vacuum birefringence by $1+25\alpha_{\rm f}/4\pi$. This raises it and the matching pressure by about 1.5 %, which changes the third digit of $3.97\times10^{-24}$ but leaves the pressure at $1.8\times10^{-8}$ atm.
